# Bound states of one and two deep sites on a chain

**Question**

I am working on an exercise about disorder in thin-film oxide semiconductors. An electron hops between neighbouring sites of an infinite chain with hopping \(t\). One site is lowered in energy by \(t\), and I must show that it binds the electron at about \(-2.236t\). Then two adjacent sites are both lowered by \(t\), and the answer should be \(-2.5t\).

I tried treating the two deep sites as a two-level problem. Their energies are \(-t\), the hopping splits them by \(\pm t\), and I get \(-2t\) and \(0\). But \(-2t\) is just the bottom of the band, so it doesn't look bound at all. If I include the rest of the chain I have infinitely many equations. How do I solve them, how do I know that I haven't missed a state, and does the result say anything about a real amorphous oxide?

**Answer**

Your two-level calculation leaves out the energy gained when the electron spreads into the neighbouring sites. The infinitely many equations for those sites all have the same form, so one trial solution handles them together. What remains is a single condition at the deep sites.

**Conventions**

Let \(\psi_n\) be the amplitude on site \(n\). Ordinary sites have energy zero, deep sites have energy \(-U\), and the matrix element between neighbours is \(-t\), with \(t>0\). I write \(u=U/t\) and set \(u=1\) when needed.

On the clean chain a wave \(e^{ikna}\), with site spacing \(a\), has energy \(-2t\cos ka\). The band therefore runs from \(-2t\) to \(+2t\). The energies in your exercise are measured from the band centre. The binding energy, measured from the lower band edge, is \(-2t-E\).

If your course uses \(+t\) as the matrix element, replace \(\psi_n\) by \((-1)^n\psi_n\). This reverses the sign of every hopping term and leaves the energies unchanged, although the even pair state below then becomes odd.

**The tails**

On an ordinary site the Schrödinger equation reads

\[
E\psi_n=-t(\psi_{n-1}+\psi_{n+1}).
\]

Insert \(\psi_n=x^n\) and divide by \(x^n\):

\[
E=-t\left(x+\frac1x\right),\qquad x^2+\frac{E}{t}x+1=0 .
\]

The product of the two roots is 1. There are three cases.

- For \(|E|<2t\) the roots are complex conjugates. Their product is 1, so both have modulus 1, and no nonzero combination decays.
- For \(|E|=2t\) the roots coincide at \(x=\pm1\). The two solutions are \(x^n\) and \(nx^n\), and again no nonzero combination decays.
- For \(|E|>2t\) the roots are real and different. One has modulus below 1 and the other above 1, so exactly one solution decays away from the defect.

A bound state must therefore lie outside the band. A state with no tail at all is no way out: if the amplitudes vanish on two neighbouring sites, the equations, used site by site, make them vanish everywhere.

The defect is symmetric under reflection, and this can be used to sort the states. Suppose two bound states had the same energy. Their left tails would be proportional, so some combination of them would vanish on the whole left side, and hence everywhere. The two states are thus the same up to a factor. Reflecting a bound state gives a state of the same energy, so it must return the original one times \(+1\) or \(-1\). It is enough to look for even and odd states.

**One deep site**

Put the deep site at \(n=0\). The even state is

\[
\psi_n=A\,x^{|n|},\qquad |x|<1 .
\]

An odd state has \(\psi_0=0\). Since its right tail is \(\psi_0x^n\), it vanishes everywhere, so there is no odd bound state.

For the even state, the equation at the deep site is

\[
EA=-UA-t(xA+xA).
\]

Divide by \(-tA\) and use \(E=-t(x+1/x)\):

\[
x+\frac1x=u+2x
\quad\Longrightarrow\quad
\frac1x-x=u .
\]

Multiplying by \(x\) gives \(x^2+ux-1=0\). The product of these roots is \(-1\), and for \(u>0\) the one with modulus below 1 is

\[
x=\frac{\sqrt{u^2+4}-u}{2}.
\]

To get the energy, square the sum \(x+1/x\):

\[
\left(x+\frac1x\right)^2=\left(\frac1x-x\right)^2+4=u^2+4 .
\]

Since \(x\) is positive, the sum is the positive square root, and

\[
E_1=-t\sqrt{4+u^2}=-\sqrt{4t^2+U^2}.
\]

At \(U=t\) this is \(E_1=-\sqrt5\,t\approx-2.236t\), with \(x\approx0.618\). It is the single site's one bound state.

**Two adjacent deep sites**

Put them at \(n=0\) and \(n=1\). In the even state both have amplitude \(A\), and the right tail is

\[
\psi_n=A\,x^{n-1},\qquad n\ge1,
\]

with its mirror image on the left. The equation at site 1 has one deep neighbour, of amplitude \(A\), and one ordinary neighbour, of amplitude \(xA\):

\[
EA=-UA-tA-txA .
\]

Divide by \(-tA\) and insert the tail energy:

\[
x+\frac1x=u+1+x
\quad\Longrightarrow\quad
\frac1x=1+u .
\]

The equation at site 0 is the same by symmetry. Hence

\[
E_2=-t\left(1+u+\frac1{1+u}\right).
\]

At \(u=1\), \(x=1/2\) and

\[
E_2=-t\left(2+\frac12\right)=-2.5t .
\]

Your two-level estimate can be seen inside this result. The equation at site 1 says \(E_2=-U-t-tx\). The first two terms are your \(-2t\). The last one, \(-t/2\) here, comes from the hopping to the ordinary neighbour, and it takes the level below the band.

For the odd state the amplitudes are \(-A\) on site 0 and \(+A\) on site 1. The term from the deep neighbour changes sign:

\[
EA=-UA+tA-txA
\quad\Longrightarrow\quad
\frac1x=u-1 .
\]

A decaying tail needs \(|1/x|>1\), so for positive \(u\) an odd bound state requires \(u>2\). At \(u=1\) the condition reads \(1/x=0\), which no finite \(x\) satisfies. The state at \(-2.5t\) is therefore the pair's one bound state, and your second level, at zero energy, dissolves into the band.

**Why the pair is deeper**

The binding energies are \(0.236t\) for the single site and \(0.5t\) for the pair, a ratio of 2.118. To see where the difference comes from, normalize the states. For the single site,

\[
1=A^2\left(1+2\sum_{n=1}^{\infty}x^{2n}\right)
=A^2\,\frac{1+x^2}{1-x^2}.
\]

The probability on the deep site is therefore

\[
A^2=\frac{1-x^2}{1+x^2}
=\frac{1/x-x}{1/x+x}
=\frac{u}{\sqrt{4+u^2}},
\]

which is \(1/\sqrt5\approx0.447\) at \(u=1\). For the pair,

\[
1=2A^2\sum_{n=0}^{\infty}x^{2n}=\frac{2A^2}{1-x^2},
\]

so the probability on the two deep sites together is \(2A^2=1-x^2=3/4\).

At \(U=t\) the site energy contributes \(-0.447t\) for the single site and \(-0.75t\) for the pair. Subtracting these from the total energies leaves the hopping energy:

\[
-2.236t+0.447t=-1.789t,\qquad
-2.5t+0.75t=-1.75t .
\]

The hopping energies are almost equal. At this depth the pair is lower because the electron spends more of its time on deep sites, while the cost in hopping energy is small. For \(U\gg t\) the reason is different: both states then sit almost wholly on deep sites, and the pair is lower by about \(t\) because the electron can hop between its two deep sites.

**Shallow and very deep sites**

The pair's binding energy can be simplified:

\[
-2t-E_2=t\left(u-1+\frac1{1+u}\right)=\frac{t\,u^2}{1+u}.
\]

For \(u\ll1\) this is about \(tu^2\). The single site gives

\[
t\left(\sqrt{4+u^2}-2\right)\approx\frac{t\,u^2}{4}.
\]

A shallow pair thus binds four times as strongly as a shallow single site. For \(u\gg1\) the energies approach

\[
E_1\approx-U-\frac{2t^2}{U},\qquad
E_2\approx-U-t-\frac{t^2}{U}.
\]

The pair then looks like your two-level problem, with a small correction from the surrounding chain. At \(u=1\) neither limit is accurate for the pair: the shallow formula \(tu^2\) gives a binding energy of \(t\) instead of \(0.5t\), and the deep formula gives a level at \(-3t\) instead of \(-2.5t\).

**If the deep sites are not adjacent**

Let them sit at \(0\) and \(d\), with \(d\) a positive integer. For the even state, the solution between them is

\[
\psi_n=B\left(x^n+x^{d-n}\right),\qquad 0\le n\le d .
\]

At site 0 this gives \(\psi_0=B(1+x^d)\). The left neighbour has amplitude \(x\psi_0\), and the right one \(B(x+x^{d-1})\). Dividing the equation at site 0 by \(-tB\) gives

\[
\left(x+\frac1x\right)(1+x^d)
=u(1+x^d)+x(1+x^d)+x+x^{d-1}.
\]

Cancel \(x(1+x^d)\) on both sides. On the left, \((1+x^d)/x=1/x+x^{d-1}\), so the terms \(x^{d-1}\) cancel too:

\[
\frac1x-x=u(1+x^d).
\]

For \(d=1\), dividing by \(1+x\) returns \(1/x=1+u\). For \(d\to\infty\), \(x^d\) vanishes and the single-site condition returns. In between, a smaller \(d\) makes the right side larger at given \(x\), which forces a smaller \(x\) and a deeper level. At \(U=t\) the lowest level is \(-2.5t\), \(-2.383t\), \(-2.291t\) and \(-2.240t\) for \(d=1,2,4,10\). 
The odd state has \(x^n-x^{d-n}\) between the sites, and the same steps give

\[
\frac1x-x=u(1-x^d).
\]

This has a solution with \(0<x<1\) only if \(ud>2\). At \(U=t\) a second bound state therefore appears from \(d=3\) on, and it lies above the single-site level: at \(-2.080t\) for \(d=3\) and \(-2.148t\) for \(d=4\). In this model, then, equal defects give different levels according to their spacing. Random placement turns one sharp level into a spread of levels on both sides of it, with the even states of close pairs on the deep side.

**Numbers in laboratory units**

Take \(t=U=1.0\) eV and \(a=0.33\) nm. Near the band bottom, \(-2t\cos ka\approx-2t+ta^2k^2\). Comparing the last term with \(\hbar^2k^2/(2m)\) gives

\[
m=\frac{\hbar^2}{2ta^2},
\]

which is 0.35 electron masses. The levels are \(-2.236\) eV and \(-2.500\) eV, and the band edge is at \(-2.000\) eV, so the binding energies are 0.236 eV and 0.500 eV.

The amplitude falls by a factor \(x\) per site. Writing \(x^n=e^{-na/\lambda}\) gives the decay length

\[
\lambda=\frac{a}{\ln(1/x)},
\]

which is 0.69 nm for the single site and 0.48 nm for the pair. The deeper state is the more compact one.

Three effects can be sized with the same parameters.

- *Random energies on all sites.* Let the site energies have independent random shifts \(\epsilon_n\) with rms value \(\sigma=0.10\) eV. To first order the level moves by \(\sum_n\epsilon_n\psi_n^2\), so its rms spread is \(\sigma\sqrt{\sum_n\psi_n^4}\). This gives 0.052 eV for the single site and 0.055 eV for the pair. Diagonalizing 3000 random 61-site chains for each case, with normally distributed shifts, gave 0.051 and 0.055 eV.
- *A stronger bond inside the pair.* If the hopping between the deep sites is \(t'\), the even condition becomes \(1/x=u+t'/t\). For \(t'=1.1t\), \(1/x=2.1\) and \(E=-(2.1+1/2.1)\) eV \(=-2.576\) eV, a shift of \(-0.076\) eV.
- *Temperature.* At 300 K, \(kT=0.026\) eV. The binding energies are 9.1 and 19.3 times larger. How often the levels are occupied also depends on the Fermi level, which the model does not fix.

**What changes in three dimensions**

The chain binds an electron for any \(U>0\), however small. The simple cubic lattice, used here as a model of a three-dimensional network, does not. To see why, let \(H_0\) be the Hamiltonian without deep sites and define, for \(E\) below the band,

\[
G_{ij}(E)=\langle i|(H_0-E)^{-1}|j\rangle .
\]

The equation \((H_0-E)\psi=U\psi\), with the right side present on the deep sites alone, gives

\[
\psi_i=U\sum_{j\,\text{deep}}G_{ij}(E)\,\psi_j .
\]

Call the on-site value \(G_0\) and the nearest-neighbour value \(G_1\). A single site then requires \(1=UG_0\), and an even pair state requires \(1=U(G_0+G_1)\). On the chain our result for \(E_1\) means \(G_0=1/\sqrt{E^2-4t^2}\). This diverges at the band edge, so even a tiny \(U\) can satisfy the condition.

On a simple cubic lattice the band bottom is at \(-6t\), and

\[
G_0(E)=\left\langle\frac{1}{-2t(\cos k_xa+\cos k_ya+\cos k_za)-E}\right\rangle_{\mathbf k},
\]

where the brackets denote an average over wavevectors. At \(E=-6t\) the denominator vanishes as \(k^2\) near \(k=0\), but the volume element \(k^2\,dk\) keeps the average finite. The values there are \(G_0=0.2527/t\) and \(G_1=0.0861/t\). For \(G_0+G_1\) the numerator is \(1+\cos k_xa\), which is never negative. Both \(G_0\) and \(G_0+G_1\) therefore grow as \(E\) rises towards the edge, and their edge values set the smallest depths that bind:

\[
U_c^{\text{single}}=\frac1{G_0}=3.96t,\qquad
U_c^{\text{pair}}=\frac1{G_0+G_1}=2.95t .
\]

The odd pair state needs \(1=U(G_0-G_1)\). By the symmetry of the three axes \(G_0-G_1=1/(6t)\) at the edge, so its threshold is \(6t\). With \(t\) and \(a\) held fixed, a depth of 1 eV is below all three thresholds: neither defect binds.

**Beside a real amorphous oxide**

In amorphous In-Ga-Zn oxide the conduction band comes largely from metal s orbitals. Its edge mass is roughly a third of the electron mass, and neighbouring metal atoms are roughly 0.3 nm apart, so \(t\) and \(a\) above are in a sensible range. The link between mass and \(t\) depends on the number of neighbours, however. The formula \(m=\hbar^2/(2ta^2)\) holds for the chain and the simple cubic lattice, while twelve neighbours at distance \(a\), as on a face-centred cubic lattice, give \(m=\hbar^2/(4ta^2)\) and so half the \(t\) for the same mass. The thresholds \(3.96t\) and \(2.95t\) likewise belong to the simple cubic lattice only. The depth of 1 eV follows from your exercise, which sets \(U=t\); it is not a measured property of the oxide. Nor can it be compared directly with the characteristic energy of the conduction-band tail, roughly some tens of meV or less. The depth is the energy of a site, while the tail energy describes how the levels are distributed. On the chain, for example, a single site 0.45 eV deep gives a level only 0.05 eV below the band edge. Of the assumptions examined here, the one that matters most is the chain itself, because the oxide is a three-dimensional network. In the cubic model that replacement removes both bound states, so 0.236 and 0.500 eV should not be read as trap depths in the oxide. What the cubic model does keep is the advantage of clustering, since the pair's threshold is lower than the single site's. Repulsion between two electrons and relaxation of the atoms around a trapped electron are also left out, and I have not estimated them.

The numerical output below lists the main computed values; the others follow from the formulas above.

## Calculated quantities

```
hopping t = 1.00 eV, site depth U = 1.00 eV
site spacing a = 0.33 nm
band-edge mass = 0.350 electron masses
band edge of chain = -2.000 eV
single site: tail ratio x = 0.6180
single site: level = -2.2361 t = -2.2361 eV
single site: binding below edge = 0.2361 eV
single site: weight on the site = 0.4472
single site: amplitude decay length = 0.686 nm
pair: tail ratio x = 0.5000
pair: level = -2.5000 t = -2.5000 eV
pair: binding below edge = 0.5000 eV
pair: weight on the two sites = 0.7500
pair: amplitude decay length = 0.476 nm
pair/single ratio of binding energies = 2.118
pair at U = t: states outside band = 1
two deep sites 1 spacings apart: lowest = -2.5000 eV
two deep sites 2 spacings apart: lowest = -2.3830 eV
two deep sites 4 spacings apart: lowest = -2.2914 eV
two deep sites 10 spacings apart: lowest = -2.2396 eV
cubic network: G0 = 0.2527 /t, G1 = 0.0861 /t
cubic network: threshold depth, single = 3.957 eV
cubic network: threshold depth, pair = 2.952 eV
random site energy, rms = 0.10 eV
single: level spread, first order = 0.0518 eV, sampled = 0.0514 eV
pair: level spread, first order = 0.0548 eV, sampled = 0.0545 eV
inner bond multiplied by 1.10: pair level = -2.5762 eV
inner bond change: shift = -0.0762 eV
kT at 300 K = 0.0259 eV
binding/kT: single = 9.1, pair = 19.3
```
